\section*{Grain-boundary barriers with deep donors that ionize above a threshold, part 1}

(Sections cited here and not found follow in the second part.)

\section{The barrier law and its derivation}

Let a plane grain boundary between two identical n-type grains hold $N_s$ trapped electrons per unit area, and let it bend the bands upward by an energy $\phi$ at zero bias. Each grain contains donors of density $N_0$ that are ionized everywhere, and deep donors of density $N_1$ that are ionized only where the band bending exceeds a threshold $E_1$. Then
\begin{equation}
e^2N_s^2=8\varepsilon\left[N_0\phi+N_1(\phi-E_1)\right],\qquad \phi\ge E_1 .
\label{eq:law}
\end{equation}
If the barrier is lower than the threshold, no deep donor is ionized and the second term is absent:
\begin{equation}
e^2N_s^2=8\varepsilon N_0\phi,\qquad \phi\le E_1 .
\label{eq:low}
\end{equation}
Here $\phi$ and $E_1$ are energies, $N_0$ and $N_1$ are numbers per unit volume, and $\varepsilon$ is the full permittivity, the product of the relative permittivity $\varepsilon_r$ and the vacuum value. In atomic units $e=1$ and $\varepsilon=\varepsilon_r/4\pi$, so that the first law reads $N_s^2=(2\varepsilon_r/\pi)[N_0\phi+N_1(\phi-E_1)]$. The symbols $e$ and $\varepsilon$ are kept below because they show where each factor comes from.

The boundary lies at $x=0$. Let $V(x)$ be the amount by which the conduction-band edge at $x$ lies above its value deep inside a grain, so that $V(0)=\phi$ and $V\to0$ far away on both sides. All charges are taken as uniform in the plane of the boundary, which makes the problem one-dimensional, and the grains are taken as much wider than the charged layers. The trapped electrons occupy a sheet of negligible thickness.

The threshold follows from the position of the deep level relative to the Fermi level. Let the level lie at a depth $d$ below the local conduction-band edge, and let the Fermi level lie at a depth $\zeta$ below the band edge of the bulk. Measured from the bulk band edge, the deep level at $x$ has the energy $V(x)-d$, while the Fermi level has the energy $-\zeta$ throughout, because no current flows at zero bias. At low temperature a donor level below the Fermi level keeps its electron and is neutral; one above the Fermi level has lost its electron and is positive. The deep donor is therefore ionized where $V(x)-d>-\zeta$, that is, where
\begin{equation}
V(x)>E_1,\qquad E_1=d-\zeta .
\label{eq:threshold}
\end{equation}
The model needs $E_1>0$. If $d$ were smaller than $\zeta$, the level would be empty in the bulk as well, and its donors would have to be counted in $N_0$. The threshold is thus not the depth of the level itself, but that depth reduced by the depth of the bulk Fermi level.

Near the boundary the raised bands expel the free electrons. In the sharp form of the model the electron density is zero wherever $V>0$, and the bulk beyond the edge of this depleted layer is neutral. The density of positive charges in the layer is then
\begin{equation}
N^+(V)=N_0+N_1\,\theta(V-E_1),
\label{eq:nplus}
\end{equation}
where $\theta$ is one for a positive argument and zero for a negative one. The sudden ionization belongs to the limit $kT\to0$ at fixed $E_1$. The empty layer requires that the typical kinetic energy of the bulk electrons be small compared with $\phi$. This energy is of order $kT$ for dilute electrons and of the order of the Fermi energy for degenerate ones.

The electrostatic potential $\psi$ is related to the electron energy by $V=-e\psi$, the electron charge being $-e$. Poisson's equation is $\psi''=-\rho/\varepsilon$, with charge density $\rho=eN^+$. Multiplication by $-e$ gives
\begin{equation}
V''=\frac{e^2}{\varepsilon}N^+(V)
=\frac{e^2}{\varepsilon}\left[N_0+N_1\theta(V-E_1)\right],\qquad 0<x<w,
\label{eq:poisson}
\end{equation}
where $w$ is the position of the depletion edge. The two minus signs cancel, so positive space charge makes $V$ curve upward. This is what a bending that falls from $\phi$ to zero with a flattening slope requires.

Since the right-hand side depends on position through $V$ alone, the equation can be integrated once without knowing $V(x)$. Multiply it by $V'$. The left-hand side becomes $V'V''=\frac{d}{dx}\left(\frac12V'^2\right)$, and the right-hand side becomes the derivative of the integral of $N^+$ over $V$. Integrating from the depletion edge, where $V=0$ and $V'=0$, to a point with bending $V$ gives
\begin{equation}
\frac12V'^2=\frac{e^2}{\varepsilon}\int_0^VN^+(u)\,du .
\label{eq:first}
\end{equation}
The slope vanishes at the edge because the neutral bulk has no field and there is no charge sheet at the edge to make the field jump. For the same reason $V'$ is continuous at the place where the deep donors begin to ionize: the charge density jumps there but remains finite, so it changes the curvature and not the slope. The integral consists of $N_0V$ from the shallow donors and, because the step contributes only between $E_1$ and $V$, of $N_1(V-E_1)$ from the deep ones. At the boundary, for $\phi\ge E_1$,
\begin{equation}
\frac12\left[V'(0^+)\right]^2
=\frac{e^2}{\varepsilon}\left[N_0\phi+N_1(\phi-E_1)\right].
\label{eq:slopeenergy}
\end{equation}

The same slope is fixed by the trapped charge. The sheet adds a charge density $-eN_s\delta(x)$, hence a term $-(e^2/\varepsilon)N_s\delta(x)$ on the right of the equation for $V''$. Integration across $x=0$ gives
\begin{equation}
V'(0^+)-V'(0^-)=-\frac{e^2N_s}{\varepsilon}.
\label{eq:jump}
\end{equation}
The two grains are identical and there is no bias, so $V(-x)=V(x)$ and $V'(0^-)=-V'(0^+)$. The jump is therefore twice the slope on the right:
\begin{equation}
V'(0^+)=-\frac{e^2N_s}{2\varepsilon}.
\label{eq:gauss}
\end{equation}
The factor one half says that each grain supplies half of the positive charge that screens the sheet. Squaring this slope and inserting it in \eqref{eq:slopeenergy} yields
\begin{equation}
\frac{e^4N_s^2}{8\varepsilon^2}
=\frac{e^2}{\varepsilon}\left[N_0\phi+N_1(\phi-E_1)\right].
\end{equation}
Multiplication by $8\varepsilon^2/e^2$ gives \eqref{eq:law}. Of the factor 8, a factor 4 comes from the square of the half sheet and a factor 2 from the first integral. Without the $N_1$ term the same steps give \eqref{eq:low}.

For any ionized density that depends on position through $V$ alone, the calculation has the form
\begin{equation}
\frac{e^2N_s^2}{8\varepsilon}=\int_0^\phi N^+(V)\,dV .
\label{eq:area}
\end{equation}
The squared sheet charge measures the area under the curve of ionized density against band bending. A deep level adds a rectangle of height $N_1$ that begins at $E_1$ instead of at zero. Several deep levels with thresholds $E_j$ and densities $N_j$ add one such rectangle each, so that the bracket in \eqref{eq:law} becomes $N_0\phi+\sum_jN_j(\phi-E_j)$, summed over the levels with $E_j<\phi$.

To find the barrier for a given sheet charge, define the barrier that the shallow donors would give alone,
\begin{equation}
\phi_0=\frac{e^2N_s^2}{8\varepsilon N_0}.
\label{eq:phizero}
\end{equation}
If $\phi_0\le E_1$, then $\phi=\phi_0$. If $\phi_0>E_1$, division of \eqref{eq:law} by $8\varepsilon$ gives $N_0\phi_0=(N_0+N_1)\phi-N_1E_1$, and hence
\begin{equation}
\phi=\frac{N_0\phi_0+N_1E_1}{N_0+N_1}.
\label{eq:inverse}
\end{equation}
This is a weighted mean of $\phi_0$ and $E_1$, so it lies between them and the condition $\phi>E_1$ is met. The change of branch occurs at $\phi_0=E_1$, which corresponds to the sheet density
\begin{equation}
N_s^*=\frac{\sqrt{8\varepsilon N_0E_1}}{e}.
\label{eq:nstar}
\end{equation}
The barrier is continuous there, since both branches give $E_1$. Its slope against $N_s^2$ falls from $e^2/(8\varepsilon N_0)$ to $e^2/[8\varepsilon(N_0+N_1)]$.

Subtracting \eqref{eq:inverse} from $\phi_0$ shows how far the deep donors lower the barrier when $N_s$ is held fixed:
\begin{equation}
\phi_0-\phi=\frac{N_1}{N_0+N_1}(\phi_0-E_1).
\label{eq:lowering}
\end{equation}
The lowering vanishes for $N_1\to0$ and at the threshold. For $N_1\gg N_0$ it approaches $\phi_0-E_1$, and the barrier is then held close to $E_1$. For $E_1\to0$ the deep donors act like shallow ones and $\phi=N_0\phi_0/(N_0+N_1)$.

The widths of the charged layers explain the lowering. In the outer layer, where $0<V<E_1$, only $N_0$ is charged, and two integrations from the edge give $V=(e^2N_0/2\varepsilon)(w-x)^2$. Let $x_1$ be the distance from the boundary at which $V=E_1$. The width of the outer layer is then
\begin{equation}
w-x_1=\sqrt{\frac{2\varepsilon E_1}{e^2N_0}}.
\label{eq:outer}
\end{equation}
Neutrality requires the charge on one side to equal half the sheet charge,
\begin{equation}
\frac{N_s}{2}=N_0w+N_1x_1=N_0(w-x_1)+(N_0+N_1)x_1,
\label{eq:charge}
\end{equation}
so the inner layer, in which both kinds of donor are charged, has the width
\begin{equation}
x_1=\frac{N_s/2-N_0(w-x_1)}{N_0+N_1}.
\label{eq:inner}
\end{equation}
It is positive when $N_s>2N_0(w-x_1)=\sqrt{8\varepsilon N_0E_1}/e$, which is the condition $N_s>N_s^*$ again.

Integration by parts expresses the barrier through the distance of the charge from the boundary. Since $V'(w)=V(w)=0$,
\begin{equation}
\int_0^wxV''\,dx=\left[xV'\right]_0^w-\int_0^wV'\,dx=\phi ,
\end{equation}
and insertion of the two charge densities gives
\begin{equation}
\phi=\frac{e^2}{2\varepsilon}\left(N_0w^2+N_1x_1^2\right).
\label{eq:moment}
\end{equation}
The barrier is $e^2/\varepsilon$ times the charge per area on one side, in units of $e$, times its mean distance from the boundary. With $N_s$ fixed, that charge is fixed. Deep donors supply part of it close to the boundary, the mean distance shrinks, and the barrier falls.

This route leads to the same law. Equation \eqref{eq:outer} gives $E_1=(e^2/2\varepsilon)N_0(w-x_1)^2$, and therefore
\begin{align}
&N_0\phi+N_1(\phi-E_1)\nonumber\\
&=\frac{e^2}{2\varepsilon}\left[(N_0+N_1)(N_0w^2+N_1x_1^2)-N_0N_1(w-x_1)^2\right]\nonumber\\
&=\frac{e^2}{2\varepsilon}\left[N_0^2w^2+2N_0N_1wx_1+N_1^2x_1^2\right]\nonumber\\
&=\frac{e^2}{2\varepsilon}\left(N_0w+N_1x_1\right)^2
=\frac{e^2N_s^2}{8\varepsilon}.
\end{align}
In the second step the terms $N_0N_1w^2$ and $N_0N_1x_1^2$ cancel, and the last step uses \eqref{eq:charge}.

The law relates $\phi$ to $N_s$ but does not determine either one. A second relation comes from the filling of the boundary states. Suppose that these are acceptors, neutral when empty, at depths $s$ below the band edge at the boundary. Such a state has the energy $\phi-s$ relative to the bulk band edge, and at low temperature it is filled if $\phi-s<-\zeta$, or $s>\phi+\zeta$. Raising the barrier can then empty states but cannot fill them, so the available $N_s$ does not increase with $\phi$. The $N_s$ demanded by electrostatics does increase with $\phi$, and the barrier lies where the two curves meet. Adding deep donors with $E_1<\phi$ raises the demanded $N_s$ at a given barrier. The meeting point moves to a lower or equal barrier and to an equal or larger $N_s$. Since $N_s$ may grow, the lowering in \eqref{eq:lowering}, which holds $N_s$ fixed, is the largest that can result. It is reached when all the boundary states remain filled.

This part has derived the law that links the zero-bias barrier to the trapped sheet charge, and has shown that deep donors lower the barrier at fixed $N_s$ by placing part of the screening charge close to the boundary. What remains is to work out a numerical example and to examine the limits of the model, including temperature, tunnelling and the discreteness of the charges.
